# Volume weight of Hoover and Martyna-Tobias-Klein constant-pressure dynamics, part 1

(Sections cited here and not found follow in the second part.)

A constant-pressure code built on Hoover's equations conserves its extended energy and holds the set temperature, yet, when that energy is the only conserved quantity and the motion is ergodic, it samples the volume with the weight $V^{-1}e^{-PV/kT}Z(V)$ in place of $e^{-PV/kT}Z(V)$; in a translation-invariant cell at zero total momentum the weight is $V^{-2}e^{-PV/kT}Z(V)$. The mean volume is too small, and the mean internal pressure exceeds the set pressure by $kT\langle 1/V\rangle$. In the three-particle model below the weight $V^{-1}e^{-PV/kT}Z(V)$ gives a mean volume of 0.733 nm³ where the ensemble value is 1.032 nm³, and a mean pressure of 19.1 MPa at a set value of 10 MPa; a single deterministic trajectory is guaranteed to reproduce these means if it is ergodic, which is not tested here. In a stiff cell of 1 nm³ at 1000 K the pressure offset is about 14 MPa. The energy is conserved with either weight, so monitoring it does not reveal the fault. The cure is a pair of terms with one common coefficient: $d/N_f$ when the energy is the only conserved quantity and, at zero total momentum, $d/N_f'$ or $2d/N_f'$ with $N_f'=d(N-1)$, according to whether the law of the relative coordinates or the $N$-particle law is the target.

## Conventions and equations of motion

There are $N$ classical particles in $d$ dimensions, with $N_f=dN$ Cartesian coordinates $r_i$, momenta $p_i$ and masses $m_i$; sums over $i$ run over all components. The cell is periodic and cubic, $V=L^d$, and changes size without changing shape. The potential $U(r,V)$, for instance a Born-Oppenheimer surface, gives $F_i=-\partial U/\partial r_i$. Upright $\mathrm{d}$ marks a differential and italic $d$ the dimension. With $\beta=1/kT$, $K_2=\sum_i p_i^2/m_i$ and $H=K_2/2+U$, the isothermal-isobaric ensemble is taken to have the weight
$$\mathrm{d}V\,\mathrm{d}^{N_f}r\,\mathrm{d}^{N_f}p\;e^{-\beta(H+PV)},$$
that is, a constant volume scale. A convention with $\mathrm{d}V/V$ lowers the target by one power of $V$. The exponent derived below belongs to the dynamics and does not depend on that choice.

The barostat has momentum $p_\epsilon$ and mass $W$, the Nosé-Hoover thermostat has coordinate $\xi$, momentum $p_\xi$ and mass $Q$; both masses are in J s². With $\dot\epsilon=p_\epsilon/W$ and $\dot\xi=p_\xi/Q$, one family covers both schemes:
$$\dot r_i=\frac{p_i}{m_i}+\dot\epsilon\,r_i,\qquad \dot p_i=F_i-\alpha\dot\epsilon\,p_i-\dot\xi\,p_i,\qquad \dot V=d\,V\dot\epsilon,$$
$$\dot p_\epsilon=d\,V(P_{\rm int}-P)+\lambda K_2-\dot\xi\,p_\epsilon,\qquad \dot p_\xi=K_2+\frac{p_\epsilon^2}{W}-gkT,$$
$$d\,VP_{\rm int}=K_2+\sum_i r_iF_i-d\,V\left.\frac{\partial U}{\partial V}\right|_r .$$
Hoover's equations, written here with the thermostat acting on the barostat as well, have $\alpha=1$, $\lambda=0$. If the terms $-\dot\xi\,p_\epsilon$ and $p_\epsilon^2/W$ are dropped together, the exponent of $V$ derived below is unchanged and the required $g$ is smaller by one. The Martyna-Tobias-Klein (MTK) equations have $\alpha=1+d/N_f$, $\lambda=d/N_f$. The constants $\alpha,\lambda,g$ stay free until the derivation fixes them.

From $\dot V=d\,V\dot\epsilon$ follows $\dot L=\dot\epsilon L$, so an image point $r_i+n_iL$ obeys the same equation as $r_i$ and the flow respects the periodic identification. In scaled coordinates $s_i=r_i/L$ the chain rule gives
$$L\left.\frac{\mathrm{d}U}{\mathrm{d}L}\right|_s=\sum_i r_i\frac{\partial U}{\partial r_i}+d\,V\left.\frac{\partial U}{\partial V}\right|_r ,$$
hence $d\,VP_{\rm int}=K_2-L\,\mathrm{d}U/\mathrm{d}L|_s$. This form is unchanged by wrapping particles into the cell, and $L\,\mathrm{d}U/\mathrm{d}L|_s$ is the response of $U$ to a uniform strain, equal to $V\sum_a\sigma_{aa}$ for the potential stress $\sigma_{ab}=V^{-1}\partial U/\partial e_{ab}$ ($e_{ab}$ the strain tensor); a stress supplied by an electronic-structure code must be brought to this sign convention.

## The conserved energy ties $\lambda$ to $\alpha$

Define $H_0=H+PV+p_\epsilon^2/2W+p_\xi^2/2Q$ and $H'=H_0+gkT\xi$. The equations of motion give, term by term,
$$\frac{\mathrm{d}}{\mathrm{d}t}\frac{K_2}{2}=\sum_i\frac{p_iF_i}{m_i}-\alpha\dot\epsilon K_2-\dot\xi K_2,$$
$$\dot U=-\sum_i\frac{F_ip_i}{m_i}-\dot\epsilon\sum_i r_iF_i+d\,V\dot\epsilon\,\frac{\partial U}{\partial V},\qquad P\dot V=d\,VP\dot\epsilon,$$
$$\frac{\mathrm{d}}{\mathrm{d}t}\frac{p_\epsilon^2}{2W}=\dot\epsilon\Big[(1+\lambda)K_2+\sum_i r_iF_i-d\,V\frac{\partial U}{\partial V}-d\,VP\Big]-\dot\xi\,\frac{p_\epsilon^2}{W},$$
$$\frac{\mathrm{d}}{\mathrm{d}t}\frac{p_\xi^2}{2Q}=\dot\xi\Big[K_2+\frac{p_\epsilon^2}{W}-gkT\Big],\qquad \frac{\mathrm{d}}{\mathrm{d}t}(gkT\xi)=gkT\dot\xi .$$
In the sum the terms in $p_iF_i/m_i$, $\dot\epsilon\,r_iF_i$, $\partial U/\partial V$, $P$, $\dot\xi K_2$, $\dot\xi p_\epsilon^2/W$ and $gkT\dot\xi$ each appear twice with opposite signs. What remains is
$$\dot H'=(1+\lambda-\alpha)\,\dot\epsilon K_2 .$$
Conservation on all trajectories requires $\lambda=\alpha-1$. The extra friction on the particles and the extra force on the barostat must be coded together with one coefficient. From here on $\lambda=\alpha-1$, so that $\dot H_0=-gkT\dot\xi$ for every $\alpha$.

## Compressibility and the invariant measure

Let $x=(r,p,V,p_\epsilon,\xi,p_\xi)$ and let $\Lambda=\sum_j\partial\dot x_j/\partial x_j$ be the phase-space compressibility. Each $\dot r_i$ contributes $\dot\epsilon$, each $\dot p_i$ contributes $-\alpha\dot\epsilon-\dot\xi$, $\dot V$ contributes $d\,\dot\epsilon$, and $\dot p_\epsilon$ contributes $-\dot\xi$. The rates $\dot\xi$ and $\dot p_\xi$ do not contain their own variables and contribute nothing. Therefore
$$\Lambda=\big[d-N_f(\alpha-1)\big]\dot\epsilon-(N_f+1)\dot\xi .$$
For $\alpha=1$ the dilation of positions cancels the contraction of momenta and the term $d\,\dot\epsilon=\dot V/V$ from the volume equation survives. Substituting $\dot\epsilon=\dot V/(d\,V)$,
$$\Lambda=-a\,\frac{\mathrm{d}\ln V}{\mathrm{d}t}-(N_f+1)\dot\xi,\qquad a=\frac{N_f(\alpha-1)}{d}-1 .$$

The matrix $M=\partial x_t/\partial x_0$ obeys $\dot M=AM$ with $A_{jk}=\partial\dot x_j/\partial x_k$. For $J=\det M$, Jacobi's formula and the cyclic property of the trace give $\mathrm{d}\ln J/\mathrm{d}t=\mathrm{tr}(M^{-1}AM)=\mathrm{tr}A=\Lambda$. Since $\Lambda$ is a total time derivative and $J(0)=1$,
$$\ln J(t)=-a\ln\frac{V_t}{V_0}-(N_f+1)(\xi_t-\xi_0).$$
Inserting this in $\mathrm{d}x_t=J\,\mathrm{d}x_0$ and collecting the factors of each time gives $V_t^{a}e^{(N_f+1)\xi_t}\mathrm{d}x_t=V_0^{a}e^{(N_f+1)\xi_0}\mathrm{d}x_0$. The invariant measure is $V^ae^{(N_f+1)\xi}\mathrm{d}x$, with $a=-1$ for Hoover and $a=N_f(d/N_f)/d-1=0$ for MTK.

If a code stores $\epsilon=d^{-1}\ln(V/V_{\rm ref})$, then $\mathrm{d}V=d\,V\mathrm{d}\epsilon$ and the measure is proportional to $V^{a+1}\mathrm{d}\epsilon$. Hoover's measure is flat in $\epsilon$: apart from the thermostat, the flow preserves volume in $(r,p,\epsilon,p_\epsilon)$, and $\mathrm{d}\epsilon\propto\mathrm{d}V/V$ is the source of the factor $1/V$. The MTK measure is $e^{d\epsilon}\mathrm{d}\epsilon$. A histogram in $\ln V$ carries one more power of $V$ than a histogram in $V$.

## The sampled density

Assume that $H'$ is the sole conserved quantity and that the motion is ergodic on $H'=E$. Time averages are then taken with the invariant measure times $\delta(H'-E)$. Integrating over $\xi$, on which observables do not depend,
$$\int\mathrm{d}\xi\;e^{(N_f+1)\xi}\,\delta(H_0+gkT\xi-E)=\frac{1}{gkT}\exp\!\Big[\frac{(N_f+1)(E-H_0)}{gkT}\Big].$$
The temperature is the set one if $g=N_f+1$, and then
$$\rho\propto V^{a}\,e^{-\beta H_0}.$$
The Gaussian factors in $p_\epsilon$ and $p_\xi$ separate, so $W$ and $Q$ drop out of averages over $r,p,V$.

Stationarity of $\rho$ needs neither assumption. No rate depends on $\xi$, so the other variables form a closed system with the same $\Lambda$, and the condition $\nabla\cdot(\rho\dot x)=0$ reads $\Lambda+\mathrm{d}\ln\rho/\mathrm{d}t=0$. With $\mathrm{d}\ln\rho/\mathrm{d}t=a\,d\,\dot\epsilon-\beta\dot H_0=a\,d\,\dot\epsilon+g\dot\xi$,
$$\Lambda+\frac{\mathrm{d}\ln\rho}{\mathrm{d}t}=\big[d-N_f(\alpha-1)+a\,d\big]\dot\epsilon+\big[g-N_f-1\big]\dot\xi .$$
Because $p_\epsilon$ and $p_\xi$ are independent variables, both brackets must vanish, which returns $a$ and $g$. Within the form $V^ae^{-\beta H_0}$ the exponent is thus fixed without ergodicity. Whether one trajectory samples this density is a separate question: a further conserved quantity can change the power of $V$ that is sampled, as the section on the total momentum shows.

Integrating over $p$ and $r$ at fixed $V$ leaves the volume law
$$w_a(V)=V^a\,e^{-\beta PV}Z(V),\qquad Z(V)=\int_{\rm cell}\mathrm{d}^{N_f}r\,e^{-\beta U}=V^N\!\int\mathrm{d}^{N_f}s\;e^{-\beta U(Ls,V)},$$
where the momentum integral, independent of $V$, has been dropped. At fixed $V$ both schemes are canonical. For an ideal gas $Z=V^N$, and $\int_0^\infty V^ne^{-\beta PV}\mathrm{d}V=n!/(\beta P)^{n+1}$ with $n=N+a+1$ over $n=N+a$ gives $\langle V\rangle_a=(N+a+1)kT/P$: $NkT/P$ for Hoover, $(N+1)kT/P$ for MTK. This limit describes the stationary density; a force-free trajectory keeps the direction of its momentum vector and is not ergodic.

Since $w_0=Vw_{-1}$, an ergodic Hoover run with $H'$ as its only conserved quantity can be corrected afterwards by $\langle A\rangle_0=\langle AV\rangle_{-1}/\langle V\rangle_{-1}$.

## Pressure and volume averages

Differentiating the scaled form of $Z$, with $V\partial_V=d^{-1}L\,\partial_L$,
$$V\frac{\partial\ln Z}{\partial V}=N-\frac{\beta}{d}\Big\langle L\frac{\mathrm{d}U}{\mathrm{d}L}\Big|_s\Big\rangle_V .$$
Equipartition gives $\langle K_2\rangle=dNkT$, so $V\langle P_{\rm int}\rangle_V=NkT-d^{-1}\langle L\,\mathrm{d}U/\mathrm{d}L\rangle_V$, and comparison shows $\langle P_{\rm int}\rangle_V=kT\,\partial_V\ln Z$. For a function $f(V)$ such that $fw_a$ vanishes at $V=0$ and $V=\infty$, the integral of $\partial_V(fw_a)$ is zero. With $\partial_V\ln w_a=a/V-\beta P+\beta\langle P_{\rm int}\rangle_V$ this reads
$$\big\langle f'+af/V-\beta Pf+\beta fP_{\rm int}\big\rangle_a=0 .$$
The choices $f=1$ and $f=V$ give
$$\langle P_{\rm int}\rangle_a=P-a\,kT\langle 1/V\rangle_a,\qquad \langle P_{\rm int}V\rangle_a=P\langle V\rangle_a-(1+a)kT .$$
MTK has $\langle P_{\rm int}\rangle=P$ and $\langle P_{\rm int}V\rangle=P\langle V\rangle-kT$. Hoover has $\langle P_{\rm int}\rangle=P+kT\langle1/V\rangle$ and $\langle P_{\rm int}V\rangle=P\langle V\rangle$. The boundary condition can fail: for a Hoover ideal gas $w_{-1}\sim V^{N-1}$ at small $V$, so the first relation needs $N\ge2$.

The same relation explains the size of the MTK term. Average $\dot p_\epsilon$ over a density $V^{a_0}e^{-\beta H_0}$ with any exponent $a_0$. The friction term averages to zero because $p_\xi$ and $p_\epsilon$ are independent with zero mean, and $\lambda\langle K_2\rangle=(\alpha-1)N_fkT=(a+1)\,d\,kT$ by the definition of $a$. Then
$$\langle\dot p_\epsilon\rangle=-d(1+a_0)kT+d(a+1)kT=d\,kT\,(a-a_0).$$
In the isothermal-isobaric ensemble the Hoover barostat feels a mean inward force $d\,kT$. The MTK term $(d/N_f)K_2$ has mean $d\,kT$ and cancels it. The term is of relative size $1/N$ against $K_2$, but its mean does not shrink with $N$.

The mean volumes are linked by $\langle V\rangle_{-1}=\langle V\,V^{-1}\rangle_0/\langle V^{-1}\rangle_0=1/\langle1/V\rangle_0$. Let $\bar V=\langle V\rangle_0$, with central moments $\sigma^2,\mu_3,\mu_4$. For a narrow single peak, expanding $1/V$ about $\bar V$ gives $\bar V\langle1/V\rangle_0=1+\sigma^2/\bar V^2-\mu_3/\bar V^3+\mu_4/\bar V^4-\dots$, and inverting with $(1+u)^{-1}=1-u+u^2-\dots$ gives
$$\langle V\rangle_{-1}-\bar V=-\frac{\sigma^2}{\bar V}+\frac{\mu_3}{\bar V^2}-\frac{\mu_4-\sigma^4}{\bar V^3}+\dots$$
Because $P$ enters $w_0$ through $e^{-\beta PV}$, $\partial_P\langle f\rangle_0=-\beta(\langle fV\rangle_0-\langle f\rangle_0\bar V)$. Taking $f=V$ gives $\sigma^2=-kT\,\partial_P\bar V=kT\bar V\kappa_T$, with $\kappa_T=-\bar V^{-1}\partial_P\bar V$. Applying the rule to $\langle V^2\rangle_0-\bar V^2$ gives $\partial_P\sigma^2=-\beta\mu_3$, so $\mu_3=(kT)^2\partial_P^2\bar V$. To leading order in $\sigma^2/\bar V^2$,
$$\langle V\rangle_{-1}-\bar V\simeq-kT\kappa_T,\qquad \frac{|\langle V\rangle_{-1}-\bar V|}{\sigma}\simeq\sqrt{\frac{kT\kappa_T}{\bar V}} .$$
An extra pressure $\Delta P$ lowers $\bar V$ by $\kappa_T\bar V\Delta P$, so the shift equals that of $\Delta P\simeq kT/\bar V$. For general $a$, $\partial_a\langle V\rangle_a$ is the covariance of $V$ and $\ln V$, which is $\sigma^2/\bar V$ at this order, so the shift is $a\,kT\kappa_T$. At fixed density and $\kappa_T$ the absolute shift is independent of $N$, the relative shift falls as $1/N$ and the ratio to $\sigma$ as $N^{-1/2}$. For a broad or two-peaked law the truncated expansion can fail. The unexpanded statement holds for any law: in passing from $a=0$ to $a=-1$ the ratio $w(V_1)/w(V_2)$ is multiplied by $V_2/V_1$.

When the extended energy is the only conserved quantity and the motion is ergodic, Hoover's equations sample the volume with an extra factor $1/V$, which the MTK terms remove, and the resulting shifts in mean volume and pressure are now known. What remains is the case of conserved total momentum, where the power of $V$ changes again, and the worked examples with their numerical checks.
